# Why large bilayer discs form cylinders although spheres relieve more energy

**The argument under review.** A flat circular disc is cut from a bonded bilayer with equal mismatch strain in both in-plane directions. The disc is released; if it is large, it bends into part of a cylinder instead of a spherical cap. Consider the explanation that the cylinder relieves more of the bending energy, and that this advantage grows with area. The shape is right but the reason is wrong. Both parts of the explanation can be examined with plate theory.

**Which shape relieves more bending energy?**

Let the disc have thickness $h$, radius $R$ and a free edge. Its two layers have equal thickness and the same Young's modulus $E$ and Poisson ratio $\nu$. Measure $z$ from the mid-plane. The upper layer, $0<z<h/2$, would like to be longer by a strain $\varepsilon$; the lower layer would not. The material is linear, the plate thin and the interface coherent.

Take axes along the principal curvatures $k_x,k_y$, positive when the upper side is longer. The elastic strains are $a=e_x+zk_x-\varepsilon(z)$ and $b=e_y+zk_y-\varepsilon(z)$, with $e_x,e_y$ the mid-plane strains. In plane stress the energy density is

$$\frac{E}{2(1-\nu^2)}(a^2+b^2+2\nu ab).$$

Split the mismatch as $\varepsilon(z)=\varepsilon/2+k_0z+r(z)$, where $r$ is orthogonal to both $1$ and $z$ over the thickness. This fixes

$$k_0=\frac{12}{h^3}\int_0^{h/2}z\,\varepsilon\,dz=\frac{12}{h^3}\frac{\varepsilon h^2}{8}=\frac{3\varepsilon}{2h}.$$

Cross terms between the three parts integrate to zero. If the mid-plane is free to adjust, $e_x=e_y=\varepsilon/2$. The part $r$ costs a constant. With $\int z^2dz=h^3/12$, the energy per area is

$$U=\frac D2\left[(k_x-k_0)^2+(k_y-k_0)^2+2\nu(k_x-k_0)(k_y-k_0)\right]+\text{const},\qquad D=\frac{Eh^3}{12(1-\nu^2)}.$$

Expanding, and subtracting from the flat value, gives the release

$$\Delta=D(1+\nu)k_0(k_x+k_y)-\frac D2(k_x^2+k_y^2+2\nu k_xk_y).$$

The quadratic form in $U$ is positive for $-1<\nu<1$, so its unique minimum is the sphere $k_x=k_y=k_0$, with $\Delta_s=D(1+\nu)k_0^2$. For a cylinder, $k_y=0$; then $d\Delta/dk_x=0$ gives $k_x=(1+\nu)k_0$ and

$$\Delta_c=\frac D2(1+\nu)^2k_0^2,\qquad \frac{\Delta_c}{\Delta_s}=\frac{1+\nu}{2}.$$

For $\nu\le1/2$ this is at most $3/4$. For $\nu>0$ the cylinder is more tightly curved than the sphere, yet it releases less. Both releases are per area, so the comparison does not change with size. The first claim is therefore false, and the second cannot rescue it.

Nor do unequal layers rescue it. Write $k_x=s+d$, $k_y=s-d$. The energy density then separates into an equal-strain mode with modulus $g_b=E/(1-\nu)$ and a shear mode with $g_s=E/(1+\nu)$. Minimizing over the mid-plane strain gives each mode a stiffness

$$D_i=\int g_iz^2dz-\frac{(\int g_iz\,dz)^2}{\int g_i\,dz}>0,$$

positive by the Cauchy–Schwarz inequality. The energy is $D_b(s-k_0)^2+D_sd^2$ plus a constant, with $k_0$ now the natural curvature of that bilayer. The sphere releases $D_bk_0^2$. A cylinder has $s=d$ and releases $2D_bk_0s-(D_b+D_s)s^2$, whose maximum is $D_b^2k_0^2/(D_b+D_s)$. The ratio $D_b/(D_b+D_s)$ is still below one. For layers of 40 nm (70 GPa, $\nu=0.10$) and 25 nm (190 GPa, $\nu=0.42$) it is 0.612.

**What does the sphere have to pay?**

The formula for $U$ let the mid-plane strain adjust freely at each point. A plate cannot always do this. Return to equal elastic constants, and let $w$ be the deflection, with moderate slopes. The mid-plane strains, measured from the uniform value $\varepsilon/2$, are $e_x=u_{,x}+w_{,x}^2/2$, $e_y=v_{,y}+w_{,y}^2/2$ and $\gamma=u_{,y}+v_{,x}+w_{,x}w_{,y}$. Differentiation eliminates $u$ and $v$:

$$e_{x,yy}+e_{y,xx}-\gamma_{,xy}=w_{,xy}^2-w_{,xx}w_{,yy}=-K.$$

Here $K=k_xk_y$ is the Gaussian curvature. If $K\ne0$, these strains cannot all vanish.

Introduce the stress function $\phi$, with forces per length $N_x=\phi_{,yy}$, $N_y=\phi_{,xx}$, $N_{xy}=-\phi_{,xy}$, and let $Y=Eh$. Hooke's law turns the condition into $\nabla^4\phi=-YK$. For uniform $K$, since $\nabla^4r^4=64$, a regular solution is $\phi=-YKr^4/64+cr^2$. The free edge requires $N_r=\phi'/r=0$ at $r=R$, so $2c=YKR^2/16$ and

$$N_r=\frac{YK}{16}(R^2-r^2),\qquad N_\theta=\phi''=\frac{YK}{16}(R^2-3r^2).$$

The stretching energy density is $[(N_r+N_\theta)^2-2(1+\nu)N_rN_\theta]/(2Y)$. The product term integrates to zero, because $\int_0^R\phi'\phi''dr=\phi'(R)^2/2=0$. The sum is $YK(R^2-2r^2)/8$. With $t=r^2/R^2$, the area average is

$$U_{\rm st}=\frac{YK^2R^4}{128}\int_0^1(1-2t)^2dt=\frac{YK^2R^4}{384}.$$

This cost per area grows as $R^4$ at fixed curvature. A cylinder has $K=0$ and does not pay it.

Use the size parameter $\eta=k_0R^2/h$. The sphere's bending advantage is $\Delta_s-\Delta_c=D(1-\nu^2)k_0^2/2=Yh^2k_0^2/24$. A sphere held at $k_0$ pays $Yk_0^4R^4/384$. These are equal at $\eta=4$. This is not yet the size at which the cap gives way, since a real cap can flatten.

**When does the cap give way?**

Allow any uniform $k_x,k_y$. Put $S=k_x+k_y$, $P=k_xk_y$ and $A=YR^4/384$. Since $k_x^2+k_y^2=S^2-2P$, the energy relative to the flat disc is

$$u=\frac D2S^2-D(1+\nu)k_0S-D(1-\nu)P+AP^2.$$

It is a convex function of $S$ plus a convex function of $P$. Their separate minima are

$$S=(1+\nu)k_0,\qquad P=\frac{D(1-\nu)}{2A}=\frac{16h^2}{(1+\nu)R^4}.$$

Real curvatures require $S^2\ge4P$. When this holds, the pair is the lowest state of the uniform family. The condition becomes equality at

$$\eta_c=\frac{8}{(1+\nu)^{3/2}}.$$

Below $\eta_c$ the minimum lies on the boundary $S^2=4P$, which is the cap $k_x=k_y=k$. Setting the derivative of $D(1+\nu)(k^2-2k_0k)+Ak^4$ to zero gives

$$k-k_0+\frac{(1-\nu)R^4}{16h^2}k^3=0.$$

Above $\eta_c$ one curvature grows and the other falls. Inserting $S$ and $P$ in $-u$ gives a release $\Delta_c+D^2(1-\nu)^2/(4A)$, or, divided by $\Delta_s$,

$$\frac{1+\nu}{2}+\frac{8(1-\nu)}{(1+\nu)^2\eta^2}.$$

It tends to the cylinder value from above. The cap equation instead gives $k/k_0\to[16/((1-\nu)\eta^2)]^{1/3}\to0$. The large uniform cap flattens and its release, less than $2D(1+\nu)k_0k$, disappears.

The same conclusion has a local form. Among unstretched shapes, one principal curvature is zero at each point, so the release density there cannot exceed $\Delta_c$. A smooth axisymmetric shape with slope $\theta(r)$ has $K=(\theta^2)'/(2r)$; with $\theta(0)=0$, $K=0$ makes it flat. Axial symmetry and useful bending are incompatible without stretching.

**A silicon disc**

Take two 100 nm silicon layers, one heavily doped with boron, with $\varepsilon=0.001$ and $R=30$ µm. The elastic constants are set to $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. These are model inputs chosen near those of silicon, not measured values good to three figures. For a (001) plate, zero normal stress gives in-plane stiffnesses $q_{11}=C_{11}-C_{12}^2/C_{11}=141.3$ GPa and $q_{12}=C_{12}-C_{12}^2/C_{11}=39.3$ GPa. Along $\langle100\rangle$, $\nu=q_{12}/q_{11}=0.278$ and $E=q_{11}(1-\nu^2)=130$ GPa. An isotropic plate with these values is treated first.

The natural radius is $1/k_0=2h/(3\varepsilon)=133$ µm, and the cylinder radius is $133/1.278=104$ µm. The flat disc stores $E\varepsilon^2h/[4(1-\nu)]=9.03$ mJ/m². An unconstrained sphere would release 6.77 mJ/m²; the cylinder releases $0.639\times6.77=4.33$ mJ/m². But a sphere held at $k_0$ would store 174 mJ/m² in stretching, about 26 times what its bending releases.

Here $\eta=30^2/(133.3\times0.2)=33.8$, well above $\eta_c=5.54$, which corresponds to $R=12.15$ µm. To remove the assumption of uniform curvature, I minimized the plate energy numerically. The deflection was an even polynomial in $x$ and $y$ up to degree 8, with polynomial in-plane displacements chosen to minimize the stretching. The best axisymmetric shape loses stability at $\eta=5.75$, or 12.4 µm, where the smallest eigenvalue of the energy's second-derivative matrix reaches zero. Releases as fractions of $\Delta_s$ are:

| Shape | $R=30$ µm | $R=60$ µm |
|---|---:|---:|
| best axisymmetric | 0.488 | 0.311 |
| free near-cylinder | 0.681 | 0.657 |

At 30 µm, going from degree 6 to 8 changes either entry by less than 0.001. The 60 µm entries are less well converged: at degree 16 and above they settle at 0.312 and 0.658, about 0.001 higher at most. At 30 µm the uniform cap gives only 0.337, so nonuniform bending helps the axisymmetric disc considerably, but not enough.

The near-cylinder exceeds the ideal 0.639 because its edges curl. An ideal cylinder has a transverse moment $D[-k_0+\nu(k_x-k_0)]=-D(1-\nu^2)k_0$, whereas a free edge requires zero. Curling with curvature of order $k_0$ over a width $\ell$ displaces the edge by about $k_0\ell^2$ and strains it by about $k_xk_0\ell^2$. Balancing $Yk_x^2k_0^2\ell^4$ against $Dk_0^2$ gives $\ell\sim\sqrt{h/k_x}$, about 5 µm here. The affected area fraction scales as $\ell/R$. The excess indeed falls from 0.042 to about 0.02 when $R$ doubles.

Within $r<R/2$ the mean curvatures are $1.17k_0$ and about $-0.01k_0$. The larger is 8 to 9% below the ideal $1.28k_0$, so at this size the interior is not exactly the ideal cylinder.

**What the isotropic model omits**

It does not select a rolling direction; crystal anisotropy can. A cylinder curved along a direction with bending stiffness $q$ releases the fraction $(q_{11}+q_{12})/(2q)$, because the mismatch term is the same for all directions. Along $\langle110\rangle$, $q=(q_{11}+q_{12})/2+C_{44}=170.3$ GPa, giving 0.530 instead of 0.639. The polynomial calculation with cubic constants gives 0.676 and 0.603 at degree 8 (0.677 and 0.603 at degree 12) for free discs curved along $\langle100\rangle$ and $\langle110\rangle$. The $\langle110\rangle$ shape is stationary only by symmetry; it is not a stable minimum once all deflections are allowed. The model therefore favours $\langle100\rangle$. At equal uniform $K$, cubic elasticity raises the stretching energy by 13%.

A real membrane of this kind brings further corrections, of very different sizes. The edge slope is about $30/104=0.29$; its square, 0.08, sets the relative order of finite-slope corrections, and the 60 µm disc is less accurate still. Gravity, estimated as weight per area times $k_xR^2/2$, is about $5\times10^{-6}$ of the cylinder release. A 1 nm oxide on one face with a rough stress of 0.3 GPa adds or subtracts a moment equal to 3% of the mismatch moment. Since the release goes as the square of the moment, this changes the cylinder release by about 7% if the oxide's own stiffness is neglected. Misfit dislocations could relieve part of the mismatch before release if the layer is thick enough. For a rough isotropic estimate, take a 60-degree dislocation with Burgers length $b=0.38$ nm in a layer of thickness $t=100$ nm carrying the full mismatch, and let $G$ be the shear modulus. The driving force is $2G\frac{1+\nu}{1-\nu}\varepsilon bt\cos\lambda$ with $\cos\lambda=1/2$, where $\lambda$ is the angle between the Burgers vector and the in-plane direction normal to the dislocation line. The line resistance is about $\frac{Gb^2(1-\nu/4)}{4\pi(1-\nu)}[\ln(t/b)+1]$. Their ratio is 0.7 with $G=E/[2(1+\nu)]=51$ GPa. Keeping the same biaxial modulus in the driving force but using averaged silicon values, $G=61$ to 68 GPa and $\nu=0.22$, in the line term gives 0.5 to 0.6. Coherence is plausible but not assured. Attachment along an edge would change the problem. So would adhesion: a water film between wetted faces of disc and substrate can bind them with about twice the surface tension of water, or 0.14 J/m², some 30 times the cylinder release. The model applies only to a disc free of such forces.

Finally, "rolled" needs care. A full turn needs 655 µm of film, while this disc is 60 µm across. It is a curved sheet, not a tube.

**Corrected explanation.** The explanation should read: the sphere relieves more bending energy, but its Gaussian curvature demands stretching whose cost per area grows as $R^4$ at fixed curvature; a large disc gives up part of the bending release to avoid that cost.
